**Relaxation volume and dilute lattice expansion**

For dilute substitutional dopants with an isotropic elastic dipole in a stress-free cubic crystal, the edge strain is $\beta x$ with $\beta=\Delta V/(3\Omega)$. Here $x$ is the fraction of host sites occupied by dopants, $\Delta V$ the relaxation volume of one dopant and $\Omega$ the volume per host site. The program relaxes a diamond-structure Keating model and asserts that zero-stress volumes and fixed-cell stresses extrapolate to the same $\Delta V$ within 0.3%; both give −5.722 Å³, so $\beta=-0.0969$. It asserts that 512-site cells with 4, 8 and 16 random dopants follow this coefficient within a relative tolerance of $4x$, and the output shows deviations below 1%. For a tetragonal dopant, it asserts that the edge anisotropy agrees with the dipole tensor and that three equally populated orientations restore the mean coefficient. Further assertions cover the bulk modulus, the stress derivative, the finite-size trend and the normal strain of a clamped film. With small misfit, the dilute slope equals the end-member chord for equal springs and exceeds it by 12% for the stiffer dopant springs.

## Program and output

```python
"""
Result under test: for a dilute substitutional dopant in a cubic crystal,
    edge strain = beta * x,   beta = relaxation_volume / (3 * site_volume),
where x is the fraction of host sites occupied by dopants, at zero stress.

Model: diamond-structure Keating crystal. Each energy term has the form
K * (b_p . b_q - target)^2, where b_p and b_q are bond vectors (p = q for a
bond-length term). Bond vectors are linear in the atomic displacements and in
the symmetric cell strain, so exact Newton steps are available.
Energies are in eV, lengths in angstrom. The dipole tensor P is minus the
derivative of the ion-relaxed energy with respect to cell strain.
"""
from functools import lru_cache
from itertools import combinations, product
from types import SimpleNamespace
import numpy as np
import scipy.sparse as sp
from scipy.linalg import solve
from scipy.constants import e as elementary_charge

LATTICE = 5.4             # cubic lattice parameter, angstrom
ALPHA = 3.0               # bond-stretching constant, eV/angstrom^2
BETA_ANGLE = 0.9          # bond-bending constant, eV/angstrom^2
LENGTH_SHIFT = -0.10      # preferred bond-length change per dopant end
STIFFNESS = 1.5           # bond-spring factor per dopant end
ANGLE_SHIFT = 0.15        # tetragonal shift of dot-product target, units d^2
BOND = LATTICE * np.sqrt(3) / 4
SITE_VOLUME = LATTICE**3 / 8
EV_A3_TO_GPA = elementary_charge * 1e21
ALL_STRAINS = (0, 1, 2, 3, 4, 5)   # xx, yy, zz, yz, xz, xy


@lru_cache(maxsize=None)
def make_cell(m):
    """Periodic cell of m*m*m cubic units, coordinates in quarter lattices."""
    fcc = [(0, 0, 0), (0, 2, 2), (2, 0, 2), (2, 2, 0)]
    tetra = [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]
    period = 4 * m
    first = [tuple(4 * np.array(c) + np.array(f))
             for c in product(range(m), repeat=3) for f in fcc]
    first = [tuple(int(v) for v in s) for s in first]
    second = [tuple((v + 1) % period for v in s) for s in first]
    sites = first + second
    index = {s: i for i, s in enumerate(sites)}
    start, end, vectors = [], [], []
    bonds_at = [[] for _ in sites]
    for s in first:
        for t in tetra:
            j = index[tuple((s[k] + t[k]) % period for k in range(3))]
            bonds_at[index[s]].append(len(start))
            bonds_at[j].append(len(start))
            start.append(index[s])
            end.append(j)
            vectors.append(t)
    angles = [(p, q, i) for i, group in enumerate(bonds_at)
              for p, q in combinations(group, 2)]
    angles = np.array(angles)
    start, end = np.array(start), np.array(end)
    vectors = np.array(vectors) * LATTICE / 4
    n_sites, n_bonds = len(sites), len(start)

    rows, cols, vals = [], [], []
    bond_ids = np.arange(n_bonds)

    def add(component, column, value):
        rows.append(3 * bond_ids + component)
        cols.append(np.broadcast_to(column, n_bonds))
        vals.append(np.broadcast_to(value, n_bonds))

    for k in range(3):
        add(k, 3 * end + k, 1.0)
        add(k, 3 * start + k, -1.0)
        add(k, 3 * n_sites + k, vectors[:, k])
    for s, (i, j) in enumerate([(1, 2), (0, 2), (0, 1)]):
        add(i, 3 * n_sites + 3 + s, vectors[:, j])
        add(j, 3 * n_sites + 3 + s, vectors[:, i])
    linear_map = sp.csr_matrix(
        (np.concatenate(vals), (np.concatenate(rows), np.concatenate(cols))),
        shape=(3 * n_bonds, 3 * n_sites + 6))
    return SimpleNamespace(n=n_sites, nb=n_bonds, index=index, start=start,
                           end=end, vec=vectors, angles=angles,
                           map=linear_map, volume=n_sites * SITE_VOLUME)


def relax(m, dopants=(), free=ALL_STRAINS, held=None, axes=None,
          shift=LENGTH_SHIFT, stiffness=STIFFNESS):
    """Relax atoms and the free strain components; return energy, strain, P."""
    c = make_cell(m)
    occupied = np.zeros(c.n)
    occupied[list(dopants)] = 1
    ends = occupied[c.start] + occupied[c.end]
    length = BOND + shift * ends
    ap, aq, center = c.angles.T
    p = np.concatenate([np.arange(c.nb), ap])
    q = np.concatenate([np.arange(c.nb), aq])
    strength = np.concatenate([
        3 * ALPHA / (8 * BOND**2) * stiffness**ends,
        np.full(len(ap), 3 * BETA_ANGLE / (8 * BOND**2))])
    angle_target = -length[ap] * length[aq] / 3
    for site, axis in (axes or {}).items():
        same_side = c.vec[ap, axis] * c.vec[aq, axis] > 0
        angle_target[(center == site) & same_side] += ANGLE_SHIFT * BOND**2
    target = np.concatenate([length**2, angle_target])

    unknown = np.zeros(3 * c.n + 6)
    if held is not None:
        unknown[3 * c.n:] = held
    active = np.concatenate([np.arange(3, 3 * c.n),
                             3 * c.n + np.array(free, dtype=int)])
    active_map = c.map.tocsc()[:, active]
    term = np.arange(len(p))
    r_idx = np.concatenate([term] * 6)
    c_idx = np.concatenate([3 * p + k for k in range(3)]
                           + [3 * q + k for k in range(3)])
    for _ in range(40):
        b = c.vec + (c.map @ unknown).reshape(-1, 3)
        mismatch = np.sum(b[p] * b[q], axis=1) - target
        weight = 2 * strength * mismatch
        values = np.concatenate([b[q, k] for k in range(3)]
                                + [b[p, k] for k in range(3)])
        dots = sp.csr_matrix((values, (r_idx, c_idx)),
                             shape=(len(p), 3 * c.nb))
        gradient = c.map.T @ (dots.T @ weight)
        if np.max(np.abs(gradient[active])) < 1e-9:
            break
        jac = dots @ active_map
        pair = sp.csr_matrix((np.concatenate([weight, weight]),
                              (np.concatenate([p, q]),
                               np.concatenate([q, p]))),
                             shape=(c.nb, c.nb))
        curvature = sp.kron(pair, sp.identity(3), format="csr")
        hessian = (jac.T @ sp.diags(2 * strength) @ jac
                   + active_map.T @ curvature @ active_map).toarray()
        unknown[active] -= solve(hessian, gradient[active], assume_a="pos")
    else:
        raise AssertionError("relaxation did not converge")
    return SimpleNamespace(energy=float(np.sum(strength * mismatch**2)),
                           strain=unknown[3 * c.n:].copy(),
                           dipole=-gradient[3 * c.n:])


def volume_change(m, strain):
    xx, yy, zz, yz, xz, xy = strain
    deform = np.eye(3) + np.array([[xx, xy, xz], [xy, yy, yz], [xz, yz, zz]])
    return make_cell(m).volume * (np.linalg.det(deform) - 1)


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# Host elastic constants from energy differences
h = 1e-3
uniform = np.array([h, h, h, 0, 0, 0])
uniaxial = np.array([h, 0, 0, 0, 0, 0])
host_volume = make_cell(2).volume


def host_energy_sum(strain):
    return sum(relax(2, free=(), held=s * strain).energy for s in (1, -1))


bulk = host_energy_sum(uniform) / (9 * host_volume * h**2)
c11 = host_energy_sum(uniaxial) / (host_volume * h**2)
c12 = (3 * bulk - c11) / 2
assert abs(bulk / ((3 * ALPHA + BETA_ANGLE) / (3 * LATTICE)) - 1) < 1e-4

# Dipole from the analytic stress against a relaxed-energy difference
fixed_small = relax(2, [0], free=())
plus = relax(2, [0], free=(), held=uniaxial).energy
minus = relax(2, [0], free=(), held=-uniaxial).energy
dipole_difference = -(plus - minus) / (2 * h)
assert abs(dipole_difference / fixed_small.dipole[0] - 1) < 1e-3

print("MODEL INPUTS AND HOST")
show("lattice parameter", LATTICE, "angstrom", 2)
show("bond-stretching constant", ALPHA, "eV/angstrom^2", 2)
show("bond-bending constant", BETA_ANGLE, "eV/angstrom^2", 2)
show("host bond length", BOND, "angstrom", 4)
show("preferred host-dopant bond length", BOND + LENGTH_SHIFT, "angstrom", 4)
show("bond-spring factor per dopant end", STIFFNESS, "", 2)
show("volume per host site", SITE_VOLUME, "angstrom^3", 3)
show("bulk modulus", bulk * EV_A3_TO_GPA, "GPa", 2)
show("C11", c11 * EV_A3_TO_GPA, "GPa", 2)
show("C12", c12 * EV_A3_TO_GPA, "GPa", 2)

# Relaxation volume by two routes
print("ONE DOPANT PER CELL")
sizes, free_volumes, stress_volumes = [], [], []
for m in (2, 3, 4):
    n = make_cell(m).n
    released = relax(m, [0])
    clamped = relax(m, [0], free=())
    sizes.append(n)
    free_volumes.append(volume_change(m, released.strain))
    stress_volumes.append(np.sum(clamped.dipole[:3]) / (3 * bulk))
    print(f"{n} sites: zero-stress dV {free_volumes[-1]:.4f}, "
          f"fixed-cell dV {stress_volumes[-1]:.4f} angstrom^3")
show("trace of P, 512 sites, fixed cell", np.sum(clamped.dipole[:3]), "eV", 4)


def extrapolate(v):
    return (sizes[2] * v[2] - sizes[1] * v[1]) / (sizes[2] - sizes[1])


relaxation_volume = extrapolate(free_volumes)
stress_limit = extrapolate(stress_volumes)
assert abs(stress_limit / relaxation_volume - 1) < 3e-3
size_ratio = ((free_volumes[0] - free_volumes[1])
              / (free_volumes[1] - free_volumes[2]))
inverse_n_ratio = ((1 / sizes[0] - 1 / sizes[1])
                   / (1 / sizes[1] - 1 / sizes[2]))
# The window excludes inverse-length powers 2 and 5 (ratios 2.9 and 8.6),
# while allowing higher-order terms in the smallest cell.
assert 3.3 < size_ratio < 6.0
beta = relaxation_volume / (3 * SITE_VOLUME)
show("extrapolated dV, zero stress", relaxation_volume, "angstrom^3", 4)
show("extrapolated dV, fixed cell", stress_limit, "angstrom^3", 4)
show("ratio of successive size changes", size_ratio, "", 3)
show("ratio expected for a 1/N law", inverse_n_ratio, "", 3)
show("beta = dV/(3 site volume)", beta, "per unit site fraction")

# Random many-dopant cells, relaxed without use of the relaxation volume
print("RANDOM DOPANTS IN 512 SITES, MEAN OF TWO ARRANGEMENTS")
rng = np.random.default_rng(7)
for count in (4, 8, 16):
    x = count / 512
    edges = np.array([relax(4, rng.choice(512, count, replace=False)).strain[:3]
                      for _ in range(2)])
    measured = edges.mean() / x
    # The neglected relative correction is of order x.
    assert abs(measured / beta - 1) < 4 * x
    print(f"x {x:.5f}: edge strain {edges.mean():.6f}, strain/x "
          f"{measured:.5f}, deviation from beta {100*(measured/beta-1):.2f} %")

# Tetragonal dopant: aligned, then three equally populated orientations
print("TETRAGONAL DOPANT, 512 SITES")
aligned = relax(4, [0], axes={0: 2})
aligned_fixed = relax(4, [0], free=(), axes={0: 2})
coefficients = aligned.strain[:3] * 512
tetragonal_mean = volume_change(4, aligned.strain) / (3 * SITE_VOLUME)
anisotropy = coefficients[2] - coefficients[0]
from_dipole = ((aligned_fixed.dipole[2] - aligned_fixed.dipole[0])
               / ((c11 - c12) * SITE_VOLUME))
assert abs(anisotropy) > 0.2 * abs(beta)
assert abs(from_dipole / anisotropy - 1) < 0.03
places = [make_cell(4).index[s] for s in [(0, 0, 0), (8, 4, 12), (4, 12, 8)]]
mixed = relax(4, places, axes={s: k for k, s in enumerate(places)})
mixed_coefficients = mixed.strain[:3] * 512 / 3
assert np.max(np.abs(mixed_coefficients - tetragonal_mean)) \
    < 0.05 * abs(anisotropy)
show("aligned, coefficient along x", coefficients[0])
show("aligned, coefficient along z", coefficients[2])
show("z minus x coefficient from dipole tensor", from_dipole)
show("dV/(3 site volume) of this dopant", tetragonal_mean)
print("three orientations, coefficients along x, y, z: "
      + ", ".join(f"{v:.5f}" for v in mixed_coefficients))

# Dilute slope against the chord to the fully substituted crystal
print("DILUTE SLOPE DIVIDED BY END-MEMBER CHORD, SMALL MISFIT, 216 SITES")
small_shift = LENGTH_SHIFT / 100
slope_ratios = []
for factor in (1.0, STIFFNESS):
    dilute = relax(3, [0], shift=small_shift, stiffness=factor)
    full = relax(3, range(216), shift=small_shift, stiffness=factor)
    slope_ratios.append(216 * dilute.strain[:3].mean()
                        / full.strain[:3].mean())
assert abs(slope_ratios[0] - 1) < 2e-3
assert slope_ratios[1] > 1.03
show("equal springs", slope_ratios[0], "", 4)
show("stiffer dopant springs", slope_ratios[1], "", 4)

# Coherent film: in-plane edges and shears clamped, normal strain free
film = relax(4, [0], free=(2,))
film_coefficient = film.strain[2] * 512
film_prediction = beta * (1 + 2 * c12 / c11)
assert abs(film_coefficient / film_prediction - 1) < 0.015
print("CLAMPED (001) FILM")
show("normal-strain coefficient, relaxed cell", film_coefficient)
show("beta*(1 + 2*C12/C11)", film_prediction)

# Conversion to a number density
density = 1e20
fraction = density * SITE_VOLUME * 1e-24
print("DOPANT NUMBER DENSITY")
show("coefficient dV/3", relaxation_volume / 3, "1e-24 cm^3", 4)
print(f"chosen density: {density:.1e} cm^-3")
print(f"site fraction: {fraction:.4e}")
print(f"free edge strain: {beta * fraction:.4e}")
print("every check passed")
```

Printed output:

```
MODEL INPUTS AND HOST
lattice parameter: 5.40 angstrom
bond-stretching constant: 3.00 eV/angstrom^2
bond-bending constant: 0.90 eV/angstrom^2
host bond length: 2.3383 angstrom
preferred host-dopant bond length: 2.2383 angstrom
bond-spring factor per dopant end: 1.50
volume per host site: 19.683 angstrom^3
bulk modulus: 97.91 GPa
C11: 169.12 GPa
C12: 62.31 GPa
ONE DOPANT PER CELL
64 sites: zero-stress dV -5.6807, fixed-cell dV -5.7525 angstrom^3
216 sites: zero-stress dV -5.7085, fixed-cell dV -5.7298 angstrom^3
512 sites: zero-stress dV -5.7163, fixed-cell dV -5.7253 angstrom^3
trace of P, 512 sites, fixed cell: -10.4965 eV
extrapolated dV, zero stress: -5.7221 angstrom^3
extrapolated dV, fixed cell: -5.7221 angstrom^3
ratio of successive size changes: 3.545
ratio expected for a 1/N law: 4.108
beta = dV/(3 site volume): -0.09690 per unit site fraction
RANDOM DOPANTS IN 512 SITES, MEAN OF TWO ARRANGEMENTS
x 0.00781: edge strain -0.000754, strain/x -0.09657, deviation from beta -0.34 %
x 0.01562: edge strain -0.001502, strain/x -0.09615, deviation from beta -0.77 %
x 0.03125: edge strain -0.003009, strain/x -0.09629, deviation from beta -0.63 %
TETRAGONAL DOPANT, 512 SITES
aligned, coefficient along x: -0.14032
aligned, coefficient along z: -0.02752
z minus x coefficient from dipole tensor: 0.11278
dV/(3 site volume) of this dopant: -0.10270
three orientations, coefficients along x, y, z: -0.10259, -0.10259, -0.10259
DILUTE SLOPE DIVIDED BY END-MEMBER CHORD, SMALL MISFIT, 216 SITES
equal springs: 1.0001
stiffer dopant springs: 1.1181
CLAMPED (001) FILM
normal-strain coefficient, relaxed cell: -0.16829
beta*(1 + 2*C12/C11): -0.16831
DOPANT NUMBER DENSITY
coefficient dV/3: -1.9074 1e-24 cm^3
chosen density: 1.0e+20 cm^-3
site fraction: 1.9683e-03
free edge strain: -1.9074e-04
every check passed
```
